# Interference shifts of fluorescence lines and their dependence on angle

**Question.** Two excited levels of width $\Gamma$ lie a distance $\Delta\gg\Gamma$ apart. A laser drives both from one initial level, and both decay to one final level. Why does the fluorescence line move by about $\Gamma^2/\Delta$, and why does the shift disappear at an angle of $54.7^\circ$ to the laser polarization?

**Answer.** A detected photon does not reveal which excited level the atom passed through, so the two amplitudes add before squaring. At leading order in $\Gamma/\Delta$ their cross term is odd about the line centre and tilts the line. Four structureless levels contain no angle: the levels must be angular-momentum manifolds, and the zero holds under conditions stated below.

### The signal

Hartree atomic units are used, with shifts quoted as $E/h$. Level 1 is resonant at laser detuning $\delta=0$, level 2 at $\delta=\Delta>0$, and $\gamma=\Gamma/2$. The drive is weak and monochromatic with polarization $\boldsymbol\epsilon$, the dipole and rotating-wave approximations hold, and factors such as $\omega^3$ are frozen. Let $\mathbf D$ be the lowering dipole operator and $P_k$ the projector on level $k$. With no damping term linking the levels (justified below), the excited amplitude obeys
$$i\dot\psi=(\Delta P_2-\delta-i\gamma)\psi+\tfrac{\Omega}{2}\,\boldsymbol\epsilon\cdot\mathbf D^\dagger|i\rangle .$$
Setting $\dot\psi=0$ gives $\psi=\frac\Omega2\sum_kL_kP_k\,\boldsymbol\epsilon\cdot\mathbf D^\dagger|i\rangle$ with $L_1=1/z$, $L_2=1/(z-\Delta)$, $z=\delta+i\gamma$. The rate into a real polarization $\mathbf e$, summed over final sublevels, is proportional to $\|\mathbf e\cdot\mathbf D\,\psi\|^2$, hence to
$$W=S_{11}|L_1|^2+S_{22}|L_2|^2+2\,\mathrm{Re}(S_{12}L_1^*L_2),$$
$$S_{kl}=\langle i|M_k^\dagger M_l|i\rangle,\qquad M_k=(\mathbf e\cdot\mathbf D)P_k(\boldsymbol\epsilon\cdot\mathbf D^\dagger).$$

### The shift

Near line 1, $L_1^*=z/|z|^2$ and $L_2=-1/\Delta-z/\Delta^2-\dots$, so
$$\mathrm{Re}\,L_1^*L_2=-\frac{1}{\delta^2+\gamma^2}\left[\frac{\delta}{\Delta}+\frac{\delta^2-\gamma^2}{\Delta^2}+\dots\right].$$
The second term is even and changes the curvature only by a relative $O(\gamma^2/\Delta^2)$. For real $S_{12}$, at leading order,
$$W\propto\frac{1+a\delta}{\delta^2+\gamma^2},\qquad a=-\frac{2S_{12}}{S_{11}\Delta}.$$
The neighbour enters only through $L_2\approx-1/\Delta$, so its own width drops out. The maximum satisfies $a(\delta^2+\gamma^2)=2\delta(1+a\delta)$, and to first order in $a$, $\delta=a\gamma^2/2$. Near line 2, with $\delta'=\delta-\Delta$, $L_1\approx+1/\Delta$ and $\mathrm{Re}\,L_2=\delta'/(\delta'^2+\gamma^2)$, which reverses the sign:
$$\delta_1=-\frac{S_{12}}{S_{11}}\frac{\Gamma^2}{4\Delta},\qquad\delta_2=+\frac{S_{12}}{S_{22}}\frac{\Gamma^2}{4\Delta}.$$
The relative tilt over one half-width is $|a|\gamma=2|S_{12}/S_{11}|\,\gamma/\Delta$, and it moves the peak by half that fraction of the half-width $\gamma$.

An asymmetric line has no unique centre. The peak height is $1/\gamma^2$ to first order, so the half-maximum points solve $\delta^2-2a\gamma^2\delta-\gamma^2=0$, with midpoint $a\gamma^2$. In a Lorentzian fit, a centre shift $s$ adds $s\,u$ with $u=2\delta/D^2$, $D=\delta^2+\gamma^2$. Height and width changes are even and decouple at first order in a symmetric window. Least squares with weight $g$ projects the odd term $a\delta/D$ on $u$:
$$s=a\int g\,\frac{2\delta^2}{D^3}\,d\delta\Big/\int g\,\frac{4\delta^2}{D^4}\,d\delta .$$
Put $\delta=\gamma\tan\phi$. For $g=1$ and a wide window, $s=a\gamma^2\int\sin^2\phi\cos^2\phi\,/\,(2\int\sin^2\phi\cos^4\phi)=a\gamma^2(\pi/8)/(2\cdot\pi/16)=a\gamma^2$. For counting noise $g\propto D$, and over $|\delta|<w\gamma$, $\phi_w=\arctan w$,
$$s=a\gamma^2\frac{\int\sin^2\phi}{2\int\sin^2\phi\cos^2\phi}=a\gamma^2\,\frac{\phi_w-\frac12\sin2\phi_w}{2\left(\frac14\phi_w-\frac1{16}\sin4\phi_w\right)},$$
which tends to $2a\gamma^2$ for $1\ll w\ll\Delta/\gamma$. At this order all these centres are proportional to $S_{12}$.

### The angle in $S_{1/2}\to P_{1/2},P_{3/2}\to S_{1/2}$

Normalize $\langle S|D_a|p_b\rangle=\delta_{ab}$ for Cartesian $p$ orbitals. Since $\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\frac34$ equals $-2$ for $j=\frac12$ and $+1$ for $j=\frac32$, $P_1=(1-\mathbf L\cdot\boldsymbol\sigma)/3$ and $P_2=1-P_1$. With $(L_a)_{bc}=-i\varepsilon_{abc}$, $e_b(\mathbf L\cdot\boldsymbol\sigma)_{bc}\epsilon_c=-i\boldsymbol\sigma\cdot\mathbf s$, where $\mathbf s=\mathbf e\times\boldsymbol\epsilon$. With $c=\mathbf e\cdot\boldsymbol\epsilon$,
$$M_1=\tfrac13(c+i\boldsymbol\sigma\cdot\mathbf s),\qquad M_2=\tfrac13(2c-i\boldsymbol\sigma\cdot\mathbf s).$$
Use $(\boldsymbol\sigma\cdot\mathbf s^*)(\boldsymbol\sigma\cdot\mathbf s)=|\mathbf s|^2+i\boldsymbol\sigma\cdot(\mathbf s^*\times\mathbf s)$, an unpolarized initial spin $\langle\boldsymbol\sigma\rangle=0$, and $|c|^2+|\mathbf s|^2=1$:
$$9S_{11}=|c|^2+|\mathbf s|^2=1,\qquad 9S_{22}=4|c|^2+|\mathbf s|^2=1+3|c|^2,$$
$$9S_{12}=\langle(c^*-i\boldsymbol\sigma\cdot\mathbf s^*)(2c-i\boldsymbol\sigma\cdot\mathbf s)\rangle=2|c|^2-|\mathbf s|^2=3|c|^2-1 .$$
The spin-independent amplitudes interfere constructively, the spin-dependent ones destructively, and they cancel at $|c|^2=1/3$. For linear $\boldsymbol\epsilon$ and a linear polarizer this is $54.7^\circ$ between $\mathbf e$ and $\boldsymbol\epsilon$.

Without a polarizer, the two $\mathbf e$ perpendicular to the detection direction $\mathbf n$ are summed, $\sum|c|^2=1-|\mathbf n\cdot\boldsymbol\epsilon|^2$. For linear $\boldsymbol\epsilon$ at angle $\theta$ to $\mathbf n$, and $\mathcal P_2(x)=(3x^2-1)/2$,
$$9S_{11}=2,\qquad9S_{22}=5-3\cos^2\theta,\qquad9S_{12}=1-3\cos^2\theta=-2\mathcal P_2(\cos\theta),$$
so $\delta_1=+\mathcal P_2(\cos\theta)\,\Gamma^2/4\Delta$. For elliptical light $\cos^2\theta$ becomes $|\mathbf n\cdot\boldsymbol\epsilon|^2$.

A nuclear spin $\frac12$ changes nothing for an initial $F=0$ state. A vector operator on $F=0$ reaches only $F=1$, so each $P_J$ offers one hyperfine level; the singlet has $\langle\boldsymbol\sigma\rangle=0$; and summing final $F=0,1$ is the full sum over final spins.

### Why the same angle appears generally

Write $S_{12}=\sum_{ab}T_{ab}K_{ab}$, where $T_{ab}=e_ae_b$ or $\delta_{ab}-n_an_b$ describes the detector and $K_{ab}=\langle\psi_1|D_a^\dagger\Pi_fD_b|\psi_2\rangle$. Here $\psi_k=P_k\,\boldsymbol\epsilon\cdot\mathbf D^\dagger|i\rangle$, $\Pi_f$ projects on the accepted final states, and the initial sublevels are averaged. $T$ is symmetric, so only the symmetric part of $K$ counts. For linear $\boldsymbol\epsilon$, an unpolarized initial level and a $\Pi_f$ invariant under total rotations, $K$ is invariant under rotations about $\boldsymbol\epsilon$, which leaves $A\delta_{ab}+B\epsilon_a\epsilon_b$.

The trace $3A+B$ is a matrix element of $\sum_aD_a^\dagger\Pi_fD_a$. If $\Pi_f$ is invariant under rotations generated by an angular momentum whose quantum number differs between levels 1 and 2, this operator commutes with that angular momentum and cannot connect them. Then $A=-B/3$ and
$$S_{12}=B\left(c^2-\tfrac13\right)\quad\text{or}\quad S_{12}=-B\left(\cos^2\theta-\tfrac13\right).$$
The same operator, summed over all final levels, is the damping between levels 1 and 2, which justifies its omission. It also fixes the $4\pi$ average, since $n_an_b\to\delta_{ab}/3$. Interference redistributes photons in angle without changing their total, and the lowest such dipole pattern is $\mathcal P_2$. At its zero the cross term vanishes at every order in $\gamma/\Delta$.

The final level sets only $B$. For decay to D, the sphere average $\langle\hat r_a\hat r_b\hat r_c\hat r_d\rangle=(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})/15$ gives $\langle p_b|(\mathbf e\cdot\hat{\mathbf r})^2|p_{b'}\rangle=(\delta_{bb'}+2e_be_{b'})/5$. Removing the S part $e_be_{b'}/3$ leaves a multiple of $(3\delta_{bb'}+e_be_{b'})/10$. With $\langle\psi_1|\psi_2\rangle=0$ and $\langle\psi_1|\psi_1\rangle=\frac13$, two polarizations give $S_{11}=(2+\frac29)/10=\frac29$ and $S_{12}=-\frac29\mathcal P_2/10$: one tenth of the line-1 shift, with the same zero. For line 2 the factor depends on angle, because $S_{22}$ changes too.

A circular aperture of half-angle $\beta$ about $\mathbf u$ keeps the zero. By axial symmetry the average of $n_an_b-\delta_{ab}/3$ is $f\,(u_au_b-\delta_{ab}/3)$, and contraction with $u_au_b$ gives
$$f=\frac{1}{1-\cos\beta}\int_{\cos\beta}^1\mathcal P_2(x)\,dx=\frac{\cos\beta-\cos^3\beta}{2(1-\cos\beta)}=\tfrac12\cos\beta\,(1+\cos\beta).$$

### Where the zero fails, and what survives

Two $F=1$ levels differ only in $J$, so $\Pi_f$ must contain all final $F$. Final $F=0$ alone has amplitudes $c/3$ and $2c/3$, hence $S_{12}/S_{11}=2$ at every angle where this signal does not vanish. For two levels that share all their angular-momentum quantum numbers, such as $nP_{1/2}$ and $n'P_{1/2}$, this symmetry argument does not force the trace to vanish. It still vanishes for orthogonal levels within one $p$ manifold when all final spins are accepted, since there $\sum_aD_a^\dagger\Pi_fD_a$ is a multiple of the identity, so hyperfine mixing of $J$ keeps the zero. A polarized initial spin with linear light adds $-3ic\langle\boldsymbol\sigma\rangle\cdot\mathbf s/9$ to $S_{12}$. This multiplies $\mathrm{Im}\,L_1^*L_2=-(\gamma/\Delta+2\gamma\delta/\Delta^2+\dots)/D$, whose odd part shifts the line at order $\gamma^3/\Delta^2$.

With $S_{12}=0$ the neighbour's incoherent wing remains. Since $|L_2|^2\approx\Delta^{-2}+2\delta\Delta^{-3}$ and $|L_1|^2\approx\gamma^{-2}-\delta^2\gamma^{-4}$, the maximum lies at $+(S_{22}/S_{11})\gamma^4/\Delta^3$, and for line 2 at $-(S_{11}/S_{22})\gamma^4/\Delta^3$. Outside the model, a prefactor $\omega^p$ acts as $a=p/\omega$ and gives $p\gamma^2/2\omega$, and distant levels of equal $J$ give $\gamma^2$ over their distance times an amplitude ratio.

### Hydrogen $2S_{1/2}(F{=}0)\to4P_{1/2},4P_{3/2}\to1S$

The nucleus is infinitely heavy, and the anomalous moment and hyperfine energies are omitted, so shifts are quoted to three figures of this model, and the last figure can differ in real hydrogen. All decay channels build $\Gamma$, while the detector accepts only 1S. The nonrelativistic rate is $\frac43\alpha^3\omega^3qR^2$. The angular factor $q$ is the trace over $\mathbf e$ of the tensors above, $\frac13$ for S and $1-\frac13=\frac23$ for D, and $R=\int R_{41}R_{nl}\,r^3dr$ comes from numerical quadrature of the hydrogen radial functions. For 1S,
$$\tfrac43(7.29735\times10^{-3})^3(0.46875)^3\,\tfrac13\,(0.30458)^2=1.650\times10^{-9}.$$
For 2S ($\omega=0.09375$, $R=1.2823$), 3S ($0.024306$, $5.4693$) and 3D ($0.024306$, $1.3023$) the rates are $0.2340$, $0.0742$ and $0.0084\times10^{-9}$. The sum is $\Gamma=1.967\times10^{-9}$ hartree, or 12.94 MHz. The Dirac–Coulomb term $-\alpha^2/[2n^3(j+\frac12)]$ gives the splitting $\frac{\alpha^2}{2\cdot64}(1-\frac12)=\alpha^2/256$, so $\Delta=2.080\times10^{-7}$ hartree, or 1369 MHz, and $\Delta/\gamma=211.5$. Then
$$\frac{\Gamma^2}{4\Delta}=\frac{(1.967\times10^{-9})^2}{4\times2.080\times10^{-7}}=4.65\times10^{-12}\ \text{hartree}=30.6\ \text{kHz}.$$

At $\theta=0$, $9(S_{11},S_{22},S_{12})=(2,2,-2)$, so the maxima move by $+30.6$ kHz ($P_{1/2}$) and $-30.6$ kHz ($P_{3/2}$). At $90^\circ$, $(2,5,1)$ gives $-\frac12\times30.6=-15.3$ kHz and $+\frac15\times30.6=+6.12$ kHz. Within the model, numerical root-finding of $dW/d\delta$ for the full $W$ places the $P_{1/2}$ maximum at $-15.291$ kHz against the formula's $-15.295$ kHz, a difference of a few times the next-order scale $\gamma^4/\Delta^3=30.6\ \text{kHz}/211.5^2=0.68$ Hz.

For $P_{1/2}$ at $\theta=0$, $a=2/\Delta$ and $a\gamma^2=61.2$ kHz, the shift of the half-maximum midpoint and of the unweighted fit. The counting-noise fit with $w=10$ has factor $1.750$, giving $107.1$ kHz, where the fourth figure serves only the comparison within the model. A nonlinear least-squares fit to the full $W$ on 4001 points returns $107.2$ kHz, higher by 0.1 % of the first-order value. A $30^\circ$ cone has $f=0.808$ and a peak shift $0.808\times30.6=24.7$ kHz.

At $\theta=\arccos(1/\sqrt3)=54.74^\circ$ the coefficients are $(2,4,0)$, and the wing moves the maxima by $2\times0.68\approx+1.4$ Hz and $-\frac12\times0.68=-0.34$ Hz. A fitted centre keeps more, because the fit projects the slope of the wing over the whole window: for $P_{1/2}$ the counting-noise fit with $w=10$ is displaced by about 60 Hz. The omitted terms have scales $\gamma^2/\omega=0.07$ Hz for $\omega=0.09375$ and $\gamma^2/(\frac1{32}-\frac1{50})=0.6$ Hz for 5P, whose amplitude ratio near 0.4 reduces this to about 0.2 Hz. Lower P levels count too: 3P has $\gamma^2/(\frac1{18}-\frac1{32})=0.26$ Hz with an amplitude ratio near 4, and 2P has $\gamma^2/(\frac18-\frac1{32})=0.07$ Hz with a ratio near 17 in size, so each gives about 1 Hz in magnitude. The 2P ratio is negative, so the two have opposite signs ($+1.1$ Hz from 3P, $-1.2$ Hz from 2P) and nearly cancel, and the net from all other P states, continuum included, stays somewhat below 1 Hz in size. These shifts are comparable to the wing residual of the maxima, and effects excluded from the start (higher multipoles, saturation, atomic motion) are not estimated here, so the $+1.4$ Hz and $-0.34$ Hz describe the model and not real hydrogen. Alignment matters more: $d\mathcal P_2/d\theta=-3\cos\theta\sin\theta=-\sqrt2$ there, and the $P_{1/2}$ maximum moves by $-\sqrt2\times30.6\times\pi/180=-0.755$ kHz per degree.

Numbers in the example were calculated in double precision.
